# The Reduced C^k Element between Spinor Harmonics as One 3j Symbol

## Definitions and conventions

The spinor harmonics are the two-component angular functions of an electron in a central field,

$$\Omega_{\kappa m}(\mathbf n)=\sum_{\sigma=\pm1/2}\langle l\,m-\sigma,\tfrac12\sigma|jm\rangle\,Y_{l,m-\sigma}(\mathbf n)\,\chi_\sigma .$$

Here $\mathbf n=\mathbf r/r$, $j=|\kappa|-\tfrac12$, and $l=\kappa$ for $\kappa>0$ or $l=-\kappa-1$ for $\kappa<0$. Both cases are contained in $l=j+\tfrac12\,\mathrm{sgn}\,\kappa$. The coupling order is orbital, then spin. The $Y_{lm}$ carry Condon–Shortley phases, with no extra factor $i^l$.

The multipole operators are $C^k_q=\sqrt{4\pi/(2k+1)}\,Y_{kq}$. They are dimensionless and do not act on spin. Their reduced elements are fixed by the Wigner–Eckart theorem in the form

$$\langle\kappa m|C^k_q|\kappa'm'\rangle=(-1)^{j-m}\begin{pmatrix}j&k&j'\\-m&q&m'\end{pmatrix}\langle\kappa\|C^k\|\kappa'\rangle. \tag{1}$$

For $q=0$ the symbol requires $m'=m$, and I abbreviate

$$T_k(m)=\begin{pmatrix}j&k&j'\\-m&0&m\end{pmatrix}.$$

Three standard properties of 3j symbols will be used:

- reversing all lower entries gives $T_k(-m)=(-1)^{j+k+j'}T_k(m)$;
- orthogonality gives $\sum_m T_k(m)T_{k'}(m)=\delta_{kk'}/(2k+1)$ for $k,k'$ allowed by the triangle rule;
- for $k=0$ and $j'=j$, $T_0(m)=(-1)^{j-m}/\sqrt{2j+1}$.

## The simplest pair: $s_{1/2}$ and $p_{1/2}$

For $\kappa=-1$ there is no angular dependence: $\Omega_{-1,m}=\chi_m/\sqrt{4\pi}$. For $\kappa=1$, $m=\tfrac12$, the coupling coefficients are $-\sqrt{1/3}$ for spin up and $\sqrt{2/3}$ for spin down. With $Y_{10}=\sqrt{3/4\pi}\cos\theta$ and $Y_{11}=-\sqrt{3/8\pi}\sin\theta\,e^{i\phi}$,

$$\Omega_{1,1/2}=-\frac{1}{\sqrt{4\pi}}\left(\cos\theta\,\chi_{+}+\sin\theta\,e^{i\phi}\chi_{-}\right).$$

The element of $C^1_0=\cos\theta$ between the two is

$$\langle-1,\tfrac12|C^1_0|1,\tfrac12\rangle=-\frac1{4\pi}\int\cos^2\theta\,d\Omega=-\frac13 .$$

In (1) the phase is $(-1)^0=1$ and the 3j symbol is $1/\sqrt6$, so $\langle-1\|C^1\|1\rangle=-\sqrt6/3=-0.8165$. The integrand is real, so exchanging the two functions gives the same number. Since $(-1,1)\to(1,-1)$ is also the reversal of both signs of $\kappa$, this is a first instance of equality between large and small components.

The diagonal elements of $C^1_0$ show something else. The density of $\Omega_{1,1/2}$ is $(\cos^2\theta+\sin^2\theta)/4\pi=1/4\pi$, the same as for $\Omega_{-1,1/2}$. Both diagonal elements vanish, although the 3j symbol $1/\sqrt6$ does not. Parity must therefore enter as a separate factor, and the densities seem to depend on $j$ rather than on $l$.

## General spinors on the polar axis

At $\mathbf n=\hat{\mathbf z}$, $Y_{l\mu}(\hat{\mathbf z})=\delta_{\mu0}\sqrt{(2l+1)/4\pi}$. Hence $\Omega_{\kappa m}(\hat{\mathbf z})$ vanishes unless $m=\pm\tfrac12$, and then its spin is $\sigma=m$. Physically, $(\mathbf r\times\mathbf p)\cdot\mathbf n=0$, so the projection of $\mathbf J$ on the direction of the electron's position comes from spin alone.

The coefficient $\langle l0,\tfrac12m|jm\rangle$ is needed. For $m=\tfrac12$ write the state as $c_0|0,+\rangle+c_1|1,-\rangle$, labelled by orbital projection and spin. With angular momenta in units of $\hbar$,

$$2\mathbf L\cdot\mathbf S=2L_zS_z+L_+S_-+L_-S_+$$

has eigenvalue $\lambda_j=j(j+1)-l(l+1)-\tfrac34$, which is $l$ for $j=l+\tfrac12$ and $-(l+1)$ for $j=l-\tfrac12$. The $|0,+\rangle$ component of the eigenvalue equation is $\sqrt{l(l+1)}\,c_1=\lambda_jc_0$. Normalization, $c_0^2+c_1^2=1$, then gives

$$c_0^2=\frac{l+1}{2l+1}\ \ (j=l+\tfrac12),\qquad c_0^2=\frac{l}{2l+1}\ \ (j=l-\tfrac12).$$

For $l=0$ the first result holds trivially. The calculation for $m=-\tfrac12$ is the same with all projections reversed. In both cases the numerator is $j+\tfrac12$.

The signs follow from the top state $m=j$ and the lowering operator. For $j=l+\tfrac12$ the top state is $+|l,+\rangle$, and lowering produces positive coefficients. For $j=l-\tfrac12$, the convention makes the coefficient of $|l,-\rangle$ positive, and the condition $J_+|jj\rangle=0$ makes that of $|l-1,+\rangle$ negative. Lowering makes a spin-up component from a spin-up component alone, with a positive factor, so it stays negative. The $|m-\tfrac12,+\rangle$ component of the eigenvalue equation reads

$$(m-\tfrac12)c_++\sqrt{(l+\tfrac12)^2-m^2}\;c_-=-(l+1)c_+ ,$$

so $c_-$ has the opposite sign and stays positive.

Multiplying by $\sqrt{(2l+1)/4\pi}$ cancels the factor $2l+1$:

$$\Omega_{\kappa m}(\hat{\mathbf z})=\sqrt{\frac{2j+1}{8\pi}}\;\eta_\kappa(m)\,\chi_m,\qquad m=\pm\tfrac12, \tag{2}$$

$$\eta_\kappa(-\tfrac12)=1,\qquad \eta_\kappa(+\tfrac12)=-\mathrm{sgn}\,\kappa .$$

The magnitude depends on $j$ alone. As a check, (2) gives $\chi_+/\sqrt{4\pi}$ for $\kappa=-1$ and $-\chi_+/\sqrt{4\pi}$ for $\kappa=1$, as in the explicit functions above.

## From one direction to the reduced element

The product $\Omega^\dagger_{\kappa m}\Omega_{\kappa'm'}$ is a finite sum of products of spherical harmonics, so it has a finite expansion $\sum_{kq}a_{kq}C^{k*}_q$. Multiplying by $C^k_q$, integrating, and using $\int C^{k*}_qC^{k'}_{q'}d\Omega=4\pi\,\delta_{kk'}\delta_{qq'}/(2k+1)$ gives

$$a_{kq}=\frac{2k+1}{4\pi}\langle\kappa m|C^k_q|\kappa'm'\rangle .$$

Set $m'=m$ and evaluate the density at the pole, where $C^k_q=\delta_{q0}$. With (1),

$$\rho_m\equiv\Omega^\dagger_{\kappa m}\Omega_{\kappa'm}\big|_{\hat{\mathbf z}}
=\sum_k\frac{2k+1}{4\pi}(-1)^{j-m}T_k(m)\langle\kappa\|C^k\|\kappa'\rangle .$$

Multiply by $(-1)^{j-m}T_{k'}(m)$ and sum over $m$. The phase squares to one because $j-m$ is an integer, and orthogonality selects $k=k'$ and cancels $2k+1$. After renaming $k'$,

$$\langle\kappa\|C^k\|\kappa'\rangle=4\pi\sum_m(-1)^{j-m}T_k(m)\rho_m. \tag{3}$$

By (2), two terms survive, with

$$4\pi\rho_{\pm1/2}=\tfrac12\sqrt{(2j+1)(2j'+1)}\;s_\pm,\qquad s_-=1,\quad s_+=\mathrm{sgn}(\kappa\kappa').$$

The wanted symbol is $T_k(-\tfrac12)$, and $T_k(\tfrac12)=(-1)^{j+k+j'}T_k(-\tfrac12)$. The phases are $(-1)^{j+1/2}$ for $m=-\tfrac12$ and $(-1)^{j-1/2}=-(-1)^{j+1/2}$ for $m=\tfrac12$. The sum is therefore

$$\tfrac12(-1)^{j+1/2}\sqrt{(2j+1)(2j'+1)}\,T_k(-\tfrac12)\left[1-\mathrm{sgn}(\kappa\kappa')(-1)^{j+k+j'}\right].$$

To read the bracket, use $l=j+\tfrac12\,\mathrm{sgn}\,\kappa$. If the signs of $\kappa,\kappa'$ agree, $l+l'=j+j'\pm1$; if they differ, $l+l'=j+j'$. In both cases $-\mathrm{sgn}(\kappa\kappa')(-1)^{j+k+j'}=(-1)^{l+k+l'}$. Thus

$$\boxed{\langle\kappa\|C^k\|\kappa'\rangle=(-1)^{j+1/2}\sqrt{(2j+1)(2j'+1)}\begin{pmatrix}j&k&j'\\\tfrac12&0&-\tfrac12\end{pmatrix}\frac{1+(-1)^{l+k+l'}}2} \tag{4}$$

Outside the triangle range both sides vanish. The lower row has a direct meaning: along $\mathbf n$ the electron carries projection $\pm\tfrac12$, and the multipole carries zero.

**Limit $k=0$.** The operator is unity. The triangle rule requires $j'=j$, and parity then requires $\kappa'=\kappa$. The 3j symbol is $T_0(-\tfrac12)=(-1)^{j+1/2}/\sqrt{2j+1}$. The two phases in (4) cancel, leaving $\sqrt{2j+1}$. Equation (1) returns $\langle\kappa m|\kappa m\rangle=1$, which confirms the sign of the prefactor.

**Sum over final states.** The addition theorem gives $\sum_q|C^k_q|^2=1$. Completeness of the spinor harmonics therefore requires $\sum_{\kappa'm'q}|\langle\kappa m|C^k_q|\kappa'm'\rangle|^2=1$. Summing over $m$ as well, with $\sum_{mm'q}(3j)^2=1$ for each allowed $j'$, gives

$$\sum_{\kappa'}\langle\kappa\|C^k\|\kappa'\rangle^2=2j+1 .$$

Formula (4) satisfies this. For each $j'$ one of the two signs of $\kappa'$ passes the parity test, and 3j orthogonality gives $\sum_{j'}(2j'+1)T_k(-\tfrac12)^2=1$. For $\kappa=-1$, $k=2$, the squares of the quadrature values add to 2.000000.

Equation (4) was also tested component by component against angular quadrature for $|\kappa|,|\kappa'|\le3$ and $k\le6$. The largest deviation among 28224 components was $3.6\times10^{-15}$, at the level of rounding.

## Reversing both signs of $\kappa$

The replacement $\kappa\to-\kappa$, $\kappa'\to-\kappa'$ leaves $j$, $j'$ and $\mathrm{sgn}(\kappa\kappa')$ unchanged. The expression before (4) contains nothing else that depends on $\kappa$ and $\kappa'$, so

$$\langle-\kappa\|C^k\|-\kappa'\rangle=\langle\kappa\|C^k\|\kappa'\rangle. \tag{5}$$

The reason lies in the functions themselves. The operator $\sigma_r=\boldsymbol\sigma\cdot\mathbf n$ is a scalar under total rotations and odd under inversion. Acting on $\Omega_{\kappa m}$, it keeps $j,m$ and changes parity, so the result is $c\,\Omega_{-\kappa m}$ with $c$ independent of $m$. At the pole $\sigma_r\chi_m=2m\chi_m$. Taking $m=-\tfrac12$, where both $\eta$ factors are one, gives $c=-1$:

$$\sigma_r\Omega_{\kappa m}=-\Omega_{-\kappa m}.$$

Since $\sigma_r^\dagger=\sigma_r$ and $\sigma_r^2=1$,

$$\Omega^\dagger_{-\kappa m}\Omega_{-\kappa'm'}=\Omega^\dagger_{\kappa m}\sigma_r^2\,\Omega_{\kappa'm'}=\Omega^\dagger_{\kappa m}\Omega_{\kappa'm'}$$

at every point of the sphere. Every spin-independent angular operator that multiplies by a function of $\mathbf n$ thus has the same elements in both sets. The argument does not cover operators containing $\boldsymbol\sigma$, or those that connect large with small components.

Equation (5) also depends on phases. If each spinor is multiplied by its own $i^l$, the element acquires $i^{l'-l}$. The partner spinor has $\bar l=l-\mathrm{sgn}\,\kappa$, so the ratio of the reversed element to the original becomes $i^{\,\mathrm{sgn}\kappa-\mathrm{sgn}\kappa'}$. This is $+1$ for equal signs and $-1$ for opposite signs. The calculated ratio for $\kappa=-1$, $\kappa'=1$, $k=1$ is indeed $-1$. In a Dirac orbital multiplied by $i^l$, the leftover factor $i^{\,l-\bar l}=i^{\,\mathrm{sgn}\kappa}$ moves into the lower radial function and cancels this sign. The complete element then changes only by the overall phase $i^{l'-l}$, which drops out of squared moduli.

## Dirac orbitals in a central field

Write an orbital as

$$\psi=\frac1r\begin{pmatrix}P(r)\,\Omega_{\kappa m}\\ iQ(r)\,\Omega_{-\kappa m}\end{pmatrix}.$$

In an element of $f(r)C^k_q$, the factors $1/r^2$ cancel the radial volume factor and $(iQ_a)^*(iQ_b)=Q_aQ_b$. By (5) the angular factor is common:

$$\langle a\|fC^k\|b\rangle=\langle\kappa_a\|C^k\|\kappa_b\rangle\int_0^\infty f\,(P_aP_b+Q_aQ_b)\,dr. \tag{6}$$

For an example, take a one-electron ion with $Z=50$ and a fixed point nucleus. The radial equations follow from

$$\boldsymbol\sigma\cdot\mathbf p=-i\hbar\,\sigma_r\left(\partial_r-\frac{\boldsymbol\sigma\cdot\mathbf L}{\hbar r}\right),\qquad \boldsymbol\sigma\cdot\mathbf L\,\Omega_\kappa=-(\kappa+1)\hbar\,\Omega_\kappa .$$

With $x=r/\bar\lambda$, $\bar\lambda=\hbar/mc$, $\zeta=Z\alpha$, and $W=E/mc^2$ including rest energy, they are

$$P'+\frac{\kappa}{x}P=\left(W+1+\frac\zeta x\right)Q,\qquad
Q'-\frac{\kappa}{x}Q=-\left(W-1+\frac\zeta x\right)P .$$

Insert $P=x^\gamma e^{-\lambda x}\sum_{i=0}^{n_r}a_ix^i$ and the same form with $b_i$ for $Q$, where $\lambda=\sqrt{1-W^2}$. Equal powers give

$$(\gamma+i+\kappa)a_i-\zeta b_i=\lambda a_{i-1}+(1+W)b_{i-1},$$
$$(\gamma+i-\kappa)b_i+\zeta a_i=\lambda b_{i-1}+(1-W)a_{i-1}.$$

At $i=0$ the right sides vanish, so $\gamma=\sqrt{\kappa^2-\zeta^2}$. At $i=n_r+1$ the left sides vanish, so $b_{n_r}=-\lambda a_{n_r}/(1+W)$. At $i=n_r$, $(1+W)$ times the second right side equals $\lambda$ times the first. Equating the left sides accordingly and inserting $b_{n_r}$ gives $\lambda(\gamma+n_r)=\zeta W$, which fixes the energy. For $\kappa>0$ the value $n_r=0$ is excluded: the first equation at $i=0$ gives $b_0/a_0=(\gamma+\kappa)/\zeta>0$, whereas termination would require $b_0/a_0=-\lambda/(1+W)<0$. A finite nucleus (uniform sphere, rms radius 4.65 fm) would lower the $1s_{1/2}$ binding energy by about 2 eV. Within the point-nucleus Dirac model, without radiative corrections, the binding energies $mc^2(1-W)$ are 35.229, 8.884 and 8.576 keV for $1s_{1/2}$, $2p_{1/2}$ and $2p_{3/2}$.

## Reading the dipole numbers

Take $f=r$, $k=1$: the long-wavelength electric dipole element in length form. Retardation, nuclear size and recoil, and radiative corrections are left out. The photon wavenumber is about $\tfrac38\zeta^2/\bar\lambda$ and the orbital size is of order $\bar\lambda/\zeta$, so their product is of order $\zeta$. Retardation therefore enters at relative order $\zeta^2$, like the small components, and the numbers below describe the operator $rC^1$ rather than observed line intensities. From (4), with both 3j symbols equal to $0.408248$,

$$\langle-1\|C^1\|1\rangle=-\sqrt4\,(0.408248)=-0.8165,$$
$$\langle-1\|C^1\|-2\rangle=-\sqrt8\,(0.408248)=-1.1547 .$$

Choosing $P$ positive at large $r$, the radial integrals, split into $PP'$ and $QQ'$ parts, are

$$2p_{1/2}:\quad 1.327257-0.027945=1.299312\ \mathrm{pm},$$
$$2p_{3/2}:\quad 1.274280+0.022148=1.296428\ \mathrm{pm}.$$

These digits belong to the point nucleus; a nucleus of rms radius 4.65 fm raises both totals by about $1\times10^{-4}$ pm. The reduced elements are $-1.0609$ pm and $-1.4970$ pm. Direct integration of the four-component functions for the $m=m'=\tfrac12$ element of $z$ gave $-0.4331$ and $0.6111$ pm. These are the reduced elements times $0.408248$ and $-0.408248$, as (1) requires.

The small parts can be understood separately. The $1s_{1/2}$ and $2p_{3/2}$ states have $n_r=0$, so $Q/P=-\lambda/(1+W)=-\zeta/(|\kappa|+\gamma)$ is constant in each. With $\zeta=0.364868$ the two ratios are $-0.1889$ and $-0.0920$. Their product, $0.0174$, equals $0.022148/1.274280$.

For $2p_{1/2}$, use leading order in $\zeta$, where $Q\simeq\tfrac12(P'+\kappa P/x)$. Up to normalization, $P_{1s}=xe^{-\zeta x}$ and $P_{2p}=x^2e^{-\zeta x/2}$, so

$$Q_{1s}\simeq-\tfrac\zeta2xe^{-\zeta x},\qquad Q_{2p}\simeq\tfrac12\left(3x-\tfrac\zeta2x^2\right)e^{-\zeta x/2}.$$

With $\beta=3\zeta/2$, the large integral is $24/\beta^5$ and the small one is

$$-\frac\zeta4\left(\frac{18}{\beta^4}-\frac{12\zeta}{\beta^5}\right)=-\frac{5\zeta}{2\beta^4}.$$

Their ratio is $-5\zeta^2/32=-0.021$, in agreement with $-0.0279/1.3273$. The sign arises because $Q_{2p}$ is positive over the inner region that dominates the integral.

**Nonrelativistic limit.** Both radial integrals must tend to the common value obtained from the normalized functions $P_{1s}=2u^{3/2}re^{-ur}$ and $P_{2p}=u^{5/2}r^2e^{-ur/2}/(2\sqrt6)$, where $u=Z/a_0$:

$$\int_0^\infty rP_{1s}P_{2p}\,dr=\frac{u^4}{\sqrt6}\,\frac{24}{(3u/2)^5}=\frac{256}{81\sqrt6}\,\frac{a_0}{Z}.$$

The Dirac integrals passed this test at $Z=1$. At $Z=50$ the expression equals 1.3656 pm, and the Dirac values lie 4.9% and 5.1% below it.

Line strengths are proportional to squared reduced elements. The angular factors alone give the ratio $2p_{3/2}:2p_{1/2}$ as $(1.1547/0.8165)^2=2$. With the Dirac radial integrals, still without retardation, the ratio is

$$2\left(\frac{1.296428}{1.299312}\right)^2=1.991,$$

or 0.4% below 2. Keeping the large parts alone, without renormalizing the orbitals, would give $2(1.2743/1.3273)^2=1.84$. For the unretarded operator $rC^1$, the small components therefore restore most of the ratio in this case, entering with the same angular factor as the large ones. This does not carry over to real emission. With the photon factor $e^{-i\mathbf k\cdot\mathbf r}$ kept, the strengths at $Z=50$ change by about $+1.9\%$ for $2p_{1/2}$ and $-5.8\%$ for $2p_{3/2}$, and the ratio falls to about 1.84, far more than the 0.4% found above. The numerical output lists further reduced elements and digits.

## Computed results

```
Matrix-element components tested: 28224
Largest kappa magnitude: 3, largest k: 6
Largest deviation quadrature - formula: 3.6e-15
Largest deviation large - small: 5.6e-16
Reduced elements by quadrature (dimensionless):
 kappa=-1 kappa'=-1 k=0: 3j=-0.707107 large=1.414214 small=1.414214
 kappa=-1 kappa'=-1 k=1: 3j=0.408248 large=0.000000 small=0.000000
 kappa=-1 kappa'= 1 k=1: 3j=0.408248 large=-0.816497 small=-0.816497
 kappa=-1 kappa'=-2 k=1: 3j=0.408248 large=-1.154701 small=-1.154701
 kappa=-2 kappa'=-2 k=2: 3j=-0.223607 large=-0.894427 small=-0.894427
 kappa= 1 kappa'=-2 k=2: 3j=-0.316228 large=0.894427 small=0.894427
 kappa=-2 kappa'= 2 k=1: 3j=-0.129099 large=-0.516398 small=-0.516398
 kappa=-2 kappa'=-3 k=3: 3j=0.169031 large=0.828079 small=0.828079
Sum of squares, kappa=-1, k=2: 2.000000
Large/small ratio with i^l phases, kappa=-1, kappa'=1, k=1: -1.000
One-electron ion, Z = 50, Z*alpha = 0.364868
Reduced Compton length: 0.386159 pm
Binding energy 1s1/2: 35.2286 keV
Binding energy 2p1/2: 8.8844 keV
Binding energy 2p3/2: 8.5755 keV
1s1/2-2p1/2 angular factor: -0.816497
1s1/2-2p1/2 radial, large part: 1.327257 pm
1s1/2-2p1/2 radial, small part: -0.027945 pm
1s1/2-2p1/2 radial, total: 1.299312 pm
1s1/2-2p1/2 reduced element of r C1: -1.060884 pm
1s1/2-2p1/2 m=m'=1/2 element of z, direct: -0.433104 pm
1s1/2-2p3/2 angular factor: -1.154701
1s1/2-2p3/2 radial, large part: 1.274280 pm
1s1/2-2p3/2 radial, small part: 0.022148 pm
1s1/2-2p3/2 radial, total: 1.296428 pm
1s1/2-2p3/2 reduced element of r C1: -1.496987 pm
1s1/2-2p3/2 m=m'=1/2 element of z, direct: 0.611142 pm
Nonrelativistic radial integral: 1.365559 pm
Line-strength ratio 2p3/2 : 2p1/2, angular only: 2.000000
Line-strength ratio 2p3/2 : 2p1/2, Dirac: 1.991132
```
